# Boys-Localized Core Holes and the Mixing-Angle Energy in Delta-SCF: a program that tests the result

```python
# Result under test: for a 1s hole in N2, h(t) = cos(t) g + sin(t) u, where g and u
# are the even and odd core orbitals, Boys localization gives t = 45 degrees.
# Frozen Hartree-Fock has no localization preference; relaxed Hartree-Fock has its
# lowest energy at the localized hole, while PBE has its highest energy there.
# Lambda = [E(0)+E(90)]/2 - E(45): positive when the localized hole is lower.
# L, R = (g +/- u)/sqrt(2); J and K are Coulomb and exchange integrals.
# "Fixed hole": other orbitals relax while h(t) stays empty and unchanged.
# "Full": the hole orbital relaxes too and is tracked by overlap.
import numpy as np
from scipy import constants, linalg, optimize
from pyscf import gto, scf, dft

EV = constants.value('Hartree energy in eV')
ANG = constants.value('Bohr radius') * 1e10
ENERGY_TOL = 1e-7  # estimated remaining SCF energy error, hartree
bond = 1.10
atoms = [['N', (0, 0, -bond / 2)], ['N', (0, 0, bond / 2)]]
contracted = gto.basis.load('cc-pvdz', 'N')
primitives = sorted({(b[0], p[0]) for b in contracted for p in b[1:]})
basis = {'N': [[l, [exponent, 1.0]] for l, exponent in primitives]}
mol = gto.M(atom=atoms, unit='Angstrom', basis=basis, verbose=0)

S = mol.intor('int1e_ovlp')
position = mol.intor('int1e_r')
hcore = scf.hf.get_hcore(mol)
nao = mol.nao_nr()
nocc = mol.nelectron // 2
s_values, s_vectors = np.linalg.eigh(S)
assert s_values[0] > 1e-6
X = s_vectors / np.sqrt(s_values)

# Inversion exchanges the atoms and multiplies each function by (-1)^l.
signs = []
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    signs += [(-1) ** l] * ((2 * l + 1) * mol.bas_nctr(shell))
inversion = np.zeros((nao, nao))
for i, sign in enumerate(signs):
    inversion[i, (i + nao // 2) % nao] = sign
assert np.allclose(inversion @ S @ inversion, S, atol=1e-10)


def boys_angle(r):
    delta = r[:, 0, 0] - r[:, 1, 1]
    w = 2 * r[:, 0, 1]
    return np.arctan2(2 * delta @ w, delta @ delta - w @ w) / 4


def boys_sum(r, t):
    U = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    rotated = np.array([U.T @ m @ U for m in r])
    return np.sum(rotated[:, 0, 0] ** 2 + rotated[:, 1, 1] ** 2)


rng = np.random.default_rng(4)
for _ in range(4):
    r = rng.normal(size=(3, 2, 2))
    r = r + r.transpose(0, 2, 1)
    scan = max(boys_sum(r, t) for t in np.linspace(0, np.pi / 2, 1501))
    best = boys_sum(r, boys_angle(r))
    assert best >= scan - 1e-10 and best - scan < 1e-3


def energy_fock(mf, dm, symmetric=False):
    veff = mf.get_veff(mol, dm)
    fock = hcore + np.asarray(veff)
    if symmetric:
        fock = (fock + inversion @ fock @ inversion) / 2
    return mf.energy_tot(dm, hcore, veff), fock


def density(occupied):
    return np.array([c @ c.T for c in occupied])


def orthonormalize(c):
    values, vectors = np.linalg.eigh(c.T @ S @ c)
    return c @ (vectors / np.sqrt(values)) @ vectors.T


def canonical_blocks(fock, occ, space):
    """Occupied and virtual orbitals, their coupling, and level differences."""
    n = occ.shape[1]
    q = np.linalg.qr(space.T @ S @ occ, mode='complete')[0]
    virt = space @ q[:, n:]
    eo, vo = np.linalg.eigh(occ.T @ fock @ occ)
    ev, vv = np.linalg.eigh(virt.T @ fock @ virt)
    occ, virt = occ @ vo, virt @ vv
    return occ, virt, virt.T @ fock @ occ, ev[:, None] - eo[None, :]


def extrapolate(focks, errors):
    scale = 1 / np.array([np.linalg.norm(e) for e in errors])
    unit = np.array([s * e for s, e in zip(scale, errors)])
    y = np.linalg.lstsq(unit @ unit.T, scale / scale.max(), rcond=1e-12)[0]
    weights = scale * y
    weights /= weights.sum()
    return sum(c * f for c, f in zip(weights, focks))


def make_objective(mf, blocks, symmetric, reference):
    """Energy and exact gradient for occupied spaces Y = C_occ + C_virt Z."""
    scales = [1 / np.sqrt(2 * np.maximum(b[3], 0.2)) for b in blocks]
    sizes = [s.size for s in scales]

    def unpack(y):
        pieces = np.split(y, [sizes[0]])
        return [b[0] + b[1] @ (s * p.reshape(s.shape))
                for b, s, p in zip(blocks, scales, pieces)]

    def objective(y):
        spaces = unpack(y)
        inverses = [np.linalg.inv(c.T @ S @ c) for c in spaces]
        dm = np.array([c @ m @ c.T for c, m in zip(spaces, inverses)])
        energy, fock = energy_fock(mf, dm, symmetric)
        gradient = []
        for b, s, c, m, d, f in zip(blocks, scales, spaces, inverses, dm, fock):
            force = f @ c @ m
            gradient.append((2 * s * (b[1].T @ (force - S @ d @ force))).ravel())
        return energy - reference, np.concatenate(gradient)

    return objective, unpack, sum(sizes)


gaps, direct_used = [], []


def relax(mf, hole, occupied, symmetric=False):
    """Relax all electrons while the spin-up orbital 'hole' stays empty."""
    spaces = (X @ linalg.null_space((X.T @ S @ hole)[None, :]), X)

    def inspect(occ):
        energy, fock = energy_fock(mf, density(occ), symmetric)
        blocks = [canonical_blocks(f, c, q)
                  for f, c, q in zip(fock, occ, spaces)]
        error = sum(np.sum(b[2] ** 2 / np.maximum(b[3], 0.2)) for b in blocks)
        return energy, fock, blocks, error

    def finish(energy, occ, fock, blocks, direct):
        gap = min(np.min(b[3]) for b in blocks)
        assert gap > 0, 'occupied orbitals are not the lowest allowed ones'
        gaps.append(gap)
        direct_used.append(direct)
        return energy, occ, fock

    best_error, best_occ = np.inf, occupied
    focks, errors = [], []
    for _ in range(16):
        energy, fock, blocks, error = inspect(occupied)
        if error < ENERGY_TOL:
            return finish(energy, occupied, fock, blocks, False)
        if error < best_error:
            best_error, best_occ = error, occupied
        dm = density(occupied)
        focks = (focks + [fock])[-8:]
        errors = (errors + [np.concatenate([
            (q.T @ (f @ d @ S - S @ d @ f) @ q).ravel()
            for q, f, d in zip(spaces, fock, dm)])])[-8:]
        mixed = extrapolate(focks, errors)
        occupied = [(q @ np.linalg.eigh(q.T @ f @ q)[1])[:, :n]
                    for q, f, n in zip(spaces, mixed, (nocc - 1, nocc))]

    # Direct minimization; each round renews the orbital frame and scaling.
    occupied = best_occ
    for _ in range(8):
        energy, fock, blocks, error = inspect(occupied)
        if error < ENERGY_TOL:
            return finish(energy, occupied, fock, blocks, True)
        objective, unpack, size = make_objective(mf, blocks, symmetric, energy)
        answer = optimize.minimize(
            objective, np.zeros(size), jac=True, method='L-BFGS-B',
            options=dict(maxiter=50, maxcor=20, gtol=5e-5, ftol=1e-14))
        occupied = [orthonormalize(c) for c in unpack(answer.x)]
    raise RuntimeError(f'no convergence: {type(mf).__name__}, '
                       f'solves done={len(gaps)}, error={error:.1e}, '
                       f'{answer.message}')


def release_hole(mf, hole, occupied, symmetric=False):
    """Refine the hole until it is an eigenvector of the spin-up Fock matrix."""
    for _ in range(15):
        energy, occupied, fock = relax(mf, hole, occupied, symmetric)
        orbitals = X @ np.linalg.eigh(X.T @ fock[0] @ X)[1]
        overlaps = hole @ S @ orbitals
        k = np.argmax(np.abs(overlaps))
        if 1 - overlaps[k] ** 2 < 1e-8:
            return energy, occupied
        hole = orbitals[:, k] * np.sign(overlaps[k])
        alpha = occupied[0] - np.outer(hole, hole @ S @ occupied[0])
        occupied = [orthonormalize(alpha), occupied[1]]
    raise RuntimeError(f'hole orbital did not settle: {type(mf).__name__}')


def spin_square(occupied):
    a, b = occupied
    return 0.75 + a.shape[1] - np.sum((a.T @ S @ b) ** 2)


def cross_element(mf, left, right):
    """Overlap and Hamiltonian element of two nonorthogonal determinants."""
    overlap, P = 1.0, []
    for a, b in zip(left, right):
        m = a.T @ S @ b
        overlap *= np.linalg.det(m)
        P.append(b @ np.linalg.inv(m) @ a.T)
    P = np.array(P)
    vj, vk = mf.get_jk(mol, P, hermi=0)
    total = P.sum(axis=0)
    energy = mol.energy_nuc() + np.einsum('ij,ji', hcore, total)
    energy += 0.5 * np.einsum('ij,ji', vj[0] + vj[1], total)
    energy -= 0.5 * np.einsum('sij,sji', vk, P)
    return overlap, overlap * energy


degrees = np.linspace(0, 90, 5)
angles = np.radians(degrees)
MID = 2
results = {}
for name in ('HF', 'PBE'):
    gaps.clear()
    direct_used.clear()
    if name == 'HF':
        ground, mf = scf.RHF(mol), scf.UHF(mol)
    else:
        ground, mf = dft.RKS(mol), dft.UKS(mol)
        ground.xc = mf.xc = 'PBE'
        ground.grids.atom_grid = {'N': (50, 194)}
    ground.conv_tol = 1e-11
    ground.kernel()
    assert ground.converged
    if name == 'PBE':
        mf.grids = ground.grids
    C = ground.mo_coeff
    valence, beta = C[:, 2:nocc], C[:, :nocc]
    dm0 = density([beta, beta])
    E0 = energy_fock(mf, dm0)[0]
    assert abs(E0 - ground.e_tot) < 1e-7

    # Identify parity and put the 45-degree hole on the atom at positive z.
    parity = [C[:, i] @ S @ inversion @ C[:, i] for i in (0, 1)]
    ig, iu = int(np.argmax(parity)), int(np.argmin(parity))
    assert abs(parity[ig] - 1) < 1e-6 and abs(parity[iu] + 1) < 1e-6
    g, u = C[:, ig], C[:, iu].copy()
    if g @ position[2] @ u < 0:
        u = -u
    pair = np.column_stack([g, u])
    r_pair = np.array([pair.T @ m @ pair for m in position])
    boys = abs(boys_angle(r_pair))  # both signs give the same localized pair
    assert abs(boys - np.pi / 4) < 1e-5
    L, R = (g + u) / np.sqrt(2), (g - u) / np.sqrt(2)

    def hole_state(t):
        h = np.cos(t) * g + np.sin(t) * u
        partner = -np.sin(t) * g + np.cos(t) * u
        return h, [np.column_stack([partner, valence]), beta]

    if name == 'HF':
        # Exact gradient against a central difference away from the origin.
        h, occ = hole_state(0.4)
        space = X @ linalg.null_space((X.T @ S @ h)[None, :])
        fock = energy_fock(mf, density(occ))[1]
        blocks = [canonical_blocks(f, c, q)
                  for f, c, q in zip(fock, occ, (space, X))]
        objective, _, size = make_objective(mf, blocks, False, E0)
        point, step = 0.01 * rng.normal(size=(2, size))
        slope = (objective(point + 0.01 * step)[0]
                 - objective(point - 0.01 * step)[0]) / 0.02
        exact_slope = objective(point)[1] @ step
        assert abs(slope - exact_slope) < 1e-5 * max(1, abs(exact_slope))

    frozen, relaxed, states = [], [], []
    for i, t in enumerate(angles):
        h, occ = hole_state(t)
        frozen.append(energy_fock(mf, density(occ))[0] - E0)
        e, occ, _ = relax(mf, h, occ, symmetric=i in (0, len(angles) - 1))
        relaxed.append(e - E0)
        states.append(occ)
    frozen, relaxed = np.array(frozen), np.array(relaxed)

    def lam(e):
        return (e[0] + e[-1]) / 2 - e[MID]

    law = ((relaxed[0] + relaxed[-1]) / 2
           + (relaxed[0] - relaxed[-1]) / 2 * np.cos(2 * angles)
           - lam(relaxed) * np.sin(2 * angles) ** 2)
    law_error = np.max(np.abs(law - relaxed))
    assert law_error < 0.10 * abs(lam(relaxed)), (relaxed * EV, law * EV)

    # Hartree share: full Coulomb energies against core integrals.
    def coulomb(a, b):
        return np.sum(a * ground.get_j(mol, b))

    hartree = []
    for t in angles:
        total = density(hole_state(t)[1]).sum(axis=0)
        hartree.append(coulomb(total, total) / 2)
    LL, RR = np.outer(L, L), np.outer(R, R)
    LR = (np.outer(L, R) + np.outer(R, L)) / 2
    J_same, J_cross, K_cross = coulomb(LL, LL), coulomb(LL, RR), coulomb(LR, LR)
    lam_hartree = -(J_same - J_cross) / 4 + K_cross / 2
    assert abs(lam(hartree) - lam_hartree) < 1e-6

    # One half hole on each atom against the mean of the g and u determinants.
    half = dm0 - np.array([(LL + RR) / 2, np.zeros((nao, nao))])
    ensemble_gap = energy_fock(mf, half)[0] - E0 - (frozen[0] + frozen[-1]) / 2
    eg, eu = ground.mo_energy[[ig, iu]]
    if name == 'HF':
        koopmans = -np.cos(angles) ** 2 * eg - np.sin(angles) ** 2 * eu
        assert np.max(np.abs(frozen - koopmans)) < 1e-6
        assert abs(ensemble_gap - (J_cross - K_cross) / 4) < 1e-6
        assert np.argmin(relaxed) == MID, relaxed * EV
    else:
        assert abs(ensemble_gap) * EV < 0.02
        assert np.argmax(relaxed) == MID, relaxed * EV
        fine = dft.UKS(mol)
        fine.xc = 'PBE'
        fine.grids.level = 4
        fine_value = (energy_fock(fine, density(hole_state(np.pi / 4)[1]))[0]
                      - energy_fock(fine, dm0)[0])
        grid_error = abs(fine_value - frozen[MID]) * EV
        assert grid_error < 0.05, grid_error

    e_deloc, _ = release_hole(mf, g, states[0], symmetric=True)
    e_loc, orb_loc = release_hole(mf, L, states[MID])
    full = np.array([e_deloc, e_loc]) - E0
    release = full - relaxed[[0, MID]]
    assert np.all(release * EV > -1e-3) and np.all(release * EV < 3), release * EV
    if name == 'HF':
        assert (full[0] - full[1]) * EV > 1
        # Known case: frozen g-hole and L-hole determinants.
        det_g = [np.column_stack([u, valence]), beta]
        det_L = [np.column_stack([R, valence]), beta]
        s, H = cross_element(mf, det_g, det_L)
        assert abs(abs(s) - np.sqrt(0.5)) < 1e-6
        assert abs(H / s - E0 - frozen[0]) < 1e-6
        orb_mirror = [inversion @ c for c in orb_loc]
        s, H = cross_element(mf, orb_loc, orb_mirror)
        restored = np.sort([(e_loc + H) / (1 + s), (e_loc - H) / (1 - s)]) - E0
        assert np.max(np.abs(restored - full[1])) * EV < 0.5, restored * EV
        det_overlap = abs(s)
    else:
        assert (full[0] - full[1]) * EV < -1

    results[name] = dict(
        boys=np.degrees(boys), center=L @ position[2] @ L * ANG,
        eg=eg * EV, eu=eu * EV, frozen=frozen * EV, relaxed=relaxed * EV,
        lf=lam(frozen) * EV, lr=lam(relaxed) * EV, lh=lam_hartree * EV,
        js=J_same * EV, jc=J_cross * EV, kc=K_cross * EV,
        gap=ensemble_gap * EV, law=law_error * EV,
        full=full * EV, release=release * EV, level_gap=min(gaps) * EV,
        spin=[spin_square(c) for c in states],
        direct=sum(direct_used), solves=len(direct_used))

print(f'N2 bond length: {bond:.2f} angstrom')
print(f'Basis functions, distinct cc-pVDZ primitives: {nao}')
print('Energies in eV relative to the ground state of the same method')
print('angle/deg  HF frozen  HF relaxed  PBE frozen  PBE relaxed')
for i, angle in enumerate(degrees):
    a, b = results['HF'], results['PBE']
    print(f"{angle:5.1f} {a['frozen'][i]:12.3f} {a['relaxed'][i]:11.3f}"
          f" {b['frozen'][i]:11.3f} {b['relaxed'][i]:11.3f}")
for name, q in results.items():
    print(f"{name} Boys angle: {q['boys']:.3f} degrees")
    print(f"{name} localized orbital center z: {q['center']:.4f} angstrom")
    print(f"{name} orbital energies g, u: {q['eg']:.3f}, {q['eu']:.3f} eV")
    print(f"{name} J_LL, J_LR: {q['js']:.3f}, {q['jc']:.3f} eV")
    print(f"{name} K_LR: {q['kc']:.2e} eV")
    print(f"{name} Lambda frozen: {q['lf']:.3f} eV")
    print(f"{name} Lambda Hartree part: {q['lh']:.3f} eV")
    print(f"{name} Lambda exchange(-correlation) part: {q['lf']-q['lh']:.3f} eV")
    print(f"{name} Lambda relaxed, fixed hole: {q['lr']:.3f} eV")
    print(f"{name} Lambda gained by relaxation: {q['lr']-q['lf']:.3f} eV")
    print(f"{name} largest error of angular law: {q['law']:.3f} eV")
    print(f"{name} half-hole ensemble minus g,u mean: {q['gap']:.4f} eV")
    print(f"{name} full Delta-SCF, g hole: {q['full'][0]:.3f} eV")
    print(f"{name} full Delta-SCF, localized hole: {q['full'][1]:.3f} eV")
    print(f"{name} g minus localized: {q['full'][0]-q['full'][1]:.3f} eV")
    print(f"{name} rise on releasing hole, g and localized: "
          f"{q['release'][0]:.3f}, {q['release'][1]:.3f} eV")
    print(f"{name} smallest fixed-hole level gap: {q['level_gap']:.2f} eV")
    print(f"{name} determinant S^2 at the five angles (hbar^2): "
          + ', '.join(f'{x:.3f}' for x in q['spin']))
    print(f"{name} solves needing direct minimization: "
          f"{q['direct']} of {q['solves']}")
print(f'HF overlap of L-hole and R-hole determinants: {det_overlap:.2e}')
print(f'HF symmetry-restored pair: {restored[0]*EV:.3f}, {restored[1]*EV:.3f} eV')
print(f'HF symmetry-restored splitting: {(restored[1]-restored[0])*EV:.4f} eV')
print(f'PBE change on finer grid, frozen localized hole: {grid_error:.4f} eV')
print('OK')
```

It prints:

```
N2 bond length: 1.10 angstrom
Basis functions, distinct cc-pVDZ primitives: 52
Energies in eV relative to the ground state of the same method
angle/deg  HF frozen  HF relaxed  PBE frozen  PBE relaxed
  0.0      426.798     419.508     408.834     401.098
 22.5      426.784     414.403     417.391     405.262
 45.0      426.751     409.713     425.409     408.973
 67.5      426.718     414.327     417.373     405.243
 90.0      426.704     419.399     408.809     401.075
HF Boys angle: 45.000 degrees
HF localized orbital center z: 0.5497 angstrom
HF orbital energies g, u: -426.798, -426.704 eV
HF J_LL, J_LR: 112.215, 13.098 eV
HF K_LR: 8.99e-06 eV
HF Lambda frozen: -0.000 eV
HF Lambda Hartree part: -24.779 eV
HF Lambda exchange(-correlation) part: 24.779 eV
HF Lambda relaxed, fixed hole: 9.740 eV
HF Lambda gained by relaxation: 9.740 eV
HF largest error of angular law: 0.219 eV
HF half-hole ensemble minus g,u mean: 3.2745 eV
HF full Delta-SCF, g hole: 419.511 eV
HF full Delta-SCF, localized hole: 409.722 eV
HF g minus localized: 9.789 eV
HF rise on releasing hole, g and localized: 0.003, 0.009 eV
HF smallest fixed-hole level gap: 22.18 eV
HF determinant S^2 at the five angles (hbar^2): 0.753, 1.217, 1.168, 1.215, 0.753
HF solves needing direct minimization: 2 of 11
PBE Boys angle: 45.000 degrees
PBE localized orbital center z: 0.5497 angstrom
PBE orbital energies g, u: -383.036, -383.003 eV
PBE J_LL, J_LR: 111.617, 13.097 eV
PBE K_LR: 2.09e-06 eV
PBE Lambda frozen: -16.588 eV
PBE Lambda Hartree part: -24.630 eV
PBE Lambda exchange(-correlation) part: 8.042 eV
PBE Lambda relaxed, fixed hole: -7.886 eV
PBE Lambda gained by relaxation: 8.701 eV
PBE largest error of angular law: 0.224 eV
PBE half-hole ensemble minus g,u mean: -0.0000 eV
PBE full Delta-SCF, g hole: 401.127 eV
PBE full Delta-SCF, localized hole: 409.009 eV
PBE g minus localized: -7.883 eV
PBE rise on releasing hole, g and localized: 0.028, 0.036 eV
PBE smallest fixed-hole level gap: 7.99 eV
PBE determinant S^2 at the five angles (hbar^2): 0.751, 0.762, 0.775, 0.762, 0.751
PBE solves needing direct minimization: 0 of 10
HF overlap of L-hole and R-hole determinants: 1.27e-03
HF symmetry-restored pair: 409.701, 409.743 eV
HF symmetry-restored splitting: 0.0421 eV
PBE change on finer grid, frozen localized hole: 0.0000 eV
OK
```
